# Orthogonal branching vectors, tilt and asymmetry at a conical intersection

At a conical intersection an electronic-structure calculation returns two degenerate states, and any rotation of the pair is an equally valid answer. The gradient-difference and coupling vectors change with that rotation. If their raw lengths are read as the shape of the cone, two correct calculations at one geometry can report different asymmetries. A second error is to take "the lower surface falls in every direction" to mean "there are two downhill paths". These are separate properties and need separate conditions.

## 1. A round cone with a tilt

Take two coordinates $X=r\cos\theta$, $Y=r\sin\theta$ and the real two-state Hamiltonian

$$H=\delta\left[\sigma X\,\mathbf 1+\begin{pmatrix}-X&Y\\Y&X\end{pmatrix}\right],\qquad \delta>0,\ \sigma\ge 0 .$$

The traceless matrix has eigenvalues $\pm\sqrt{X^2+Y^2}=\pm r$, so

$$E_\pm=\delta r(\sigma\cos\theta\pm1).$$

The slope of the lower surface, $\delta(\sigma\cos\theta-1)$, is largest at $\theta=0$. It is negative in every direction if $\sigma<1$: the cone is **peaked**. If $\sigma>1$, the lower surface rises in some directions: the cone is **sloped**.

For every $\sigma>0$ the slope has one angular minimum, at $\theta=\pi$. A round tilted cone therefore has one preferred way down, even when it is peaked. A second path needs asymmetry.

## 2. The general first-order cone

Let real states $|1\rangle,|2\rangle$ be degenerate at $\mathbf R=0$, with spin-orbit coupling neglected and energies measured from the crossing. With $\mathbf g_1,\mathbf g_2$ the diagonal elements of $\nabla H$, define

$$\mathbf s=\tfrac12(\mathbf g_1+\mathbf g_2),\quad \mathbf g=\tfrac12(\mathbf g_2-\mathbf g_1),\quad \mathbf h=\langle1|\nabla H|2\rangle .$$

To first order, remote states drop out and

$$H=(\mathbf s\cdot\mathbf R)\mathbf 1+\begin{pmatrix}-\mathbf g\cdot\mathbf R&\mathbf h\cdot\mathbf R\\ \mathbf h\cdot\mathbf R&\mathbf g\cdot\mathbf R\end{pmatrix}.$$

Here $\mathbf h$ is not the derivative coupling $\langle1|\nabla2\rangle$. Away from the degeneracy the latter is $\langle1|\nabla H|2\rangle/(E_2-E_1)$ between the adiabatic states and diverges as the gap closes. Its numerator stays finite but depends on the direction of approach: it is the combination $\pm[(\mathbf g\cdot\mathbf R)\mathbf h-(\mathbf h\cdot\mathbf R)\mathbf g]/\sqrt{(\mathbf g\cdot\mathbf R)^2+(\mathbf h\cdot\mathbf R)^2}$, which equals $\pm\mathbf h$ only where $\mathbf h\cdot\mathbf R=0$.

I assume that $\mathbf g$ and $\mathbf h$ are linearly independent. They span the branching plane. A displacement perpendicular to both keeps the degeneracy to first order and shifts its energy by $\mathbf s\cdot\mathbf R$. At a minimum-energy intersection this shift must vanish for all such displacements, hence

$$\mathbf s=\alpha\mathbf g+\beta\mathbf h .$$

I assume such a point. Elsewhere on the seam, the formulas below describe only displacements within the plane.

## 3. Removing the arbitrary rotation

Rotate the states:

$$|1'\rangle=\cos\varphi|1\rangle+\sin\varphi|2\rangle,\quad |2'\rangle=-\sin\varphi|1\rangle+\cos\varphi|2\rangle .$$

With $G=\mathbf g\cdot\mathbf R$ and $C=\mathbf h\cdot\mathbf R$, the new traceless elements are

$$H'_{11}=-G\cos^2\varphi+G\sin^2\varphi+2C\sin\varphi\cos\varphi=-(G\cos2\varphi-C\sin2\varphi),$$

$$H'_{12}=2G\sin\varphi\cos\varphi+C(\cos^2\varphi-\sin^2\varphi)=G\sin2\varphi+C\cos2\varphi .$$

The vectors rotate by twice the state angle. Setting $b=-2\varphi$,

$$\tilde{\mathbf g}=\mathbf g\cos b+\mathbf h\sin b,\qquad \tilde{\mathbf h}=\mathbf h\cos b-\mathbf g\sin b .$$

Choose $b$ to make them orthogonal:

$$0=\tilde{\mathbf g}\cdot\tilde{\mathbf h}=\mathbf g\cdot\mathbf h\cos2b-\tfrac12(g^2-h^2)\sin2b
\ \Rightarrow\ \tan2b=\frac{2\,\mathbf g\cdot\mathbf h}{g^2-h^2}.$$

Apart from the signs of the vectors, the tangent leaves two choices of $b$, differing by $\pi/2$, which exchange the roles of the vectors. Let $D=\sqrt{(g^2-h^2)^2+4(\mathbf g\cdot\mathbf h)^2}$ and take $\cos2b=(g^2-h^2)/D$, $\sin2b=2\,\mathbf g\cdot\mathbf h/D$. Then

$$\tilde g^2-\tilde h^2=(g^2-h^2)\cos2b+2\,\mathbf g\cdot\mathbf h\sin2b=D\ge0,$$

so $\tilde{\mathbf g}$ is the longer vector. The sum $\tilde g^2+\tilde h^2=g^2+h^2$ is unchanged. The pitch $\delta$ and asymmetry $\Delta$ are therefore

$$\delta^2=\frac{g^2+h^2}{2},\qquad \Delta=\frac{\tilde g^2-\tilde h^2}{\tilde g^2+\tilde h^2}=\frac{D}{g^2+h^2}.$$

Since $D^2=(g^2+h^2)^2-4[g^2h^2-(\mathbf g\cdot\mathbf h)^2]$, linear independence gives $0\le\Delta<1$. In the limit $D=0$ the angle $b$ is arbitrary and the cone is round, as in section 1.

Let $\mathbf x,\mathbf y$ be unit vectors along $\tilde{\mathbf g},\tilde{\mathbf h}$, and define the tilts $s_x=\mathbf s\cdot\mathbf x/\delta$ and $s_y=\mathbf s\cdot\mathbf y/\delta$. Because $\tilde g=\delta\sqrt{1+\Delta}$ and $\tilde h=\delta\sqrt{1-\Delta}$, a displacement $\mathbf R=r(\mathbf x\cos\theta+\mathbf y\sin\theta)$ gives

$$E_\pm=\delta r\,[s_x\cos\theta+s_y\sin\theta\pm q],$$

$$q^2=(1+\Delta)\cos^2\theta+(1-\Delta)\sin^2\theta=1+\Delta\cos2\theta .$$

Reversing an axis changes only the sign of a tilt. The conditions below contain $s_x^2$ and $s_y^2$, so they do not depend on that choice.

## 4. Peaked or sloped

Write $E_-=\delta r f(\theta)$, with $f=s_x\cos\theta+s_y\sin\theta-q$. Peaked means $f<0$ for all $\theta$. Split the tilt term so that $q$ appears:

$$s_x\cos\theta+s_y\sin\theta=\frac{s_x}{\sqrt{1+\Delta}}\sqrt{1+\Delta}\cos\theta+\frac{s_y}{\sqrt{1-\Delta}}\sqrt{1-\Delta}\sin\theta\le\sqrt P\,q,$$

$$P=\frac{s_x^2}{1+\Delta}+\frac{s_y^2}{1-\Delta}.$$

This is the Cauchy-Schwarz inequality, and equality is reached in the direction where the two pairs of components are parallel. Hence $P<1$ is peaked and $P>1$ is sloped. For $\Delta=0$, $P=\sigma^2$, in agreement with section 1.

Since $q(\theta+\pi)=q(\theta)$, we have $E_+(\theta+\pi)=-E_-(\theta)$. For a peaked cone the apex is thus a local minimum of the upper surface within the plane. For a sloped cone the upper surface has directions that lead down from the apex.

The raw vectors give $P$ even more directly. With $u=\mathbf g\cdot\mathbf R$ and $v=\mathbf h\cdot\mathbf R$,

$$E_\pm=\alpha u+\beta v\pm\sqrt{u^2+v^2}.$$

The largest value of $(\alpha u+\beta v)^2/(u^2+v^2)$ is $\alpha^2+\beta^2$. It is the same maximum that defined $P$, so $P=\alpha^2+\beta^2$. A linear change of coordinates transforms $\mathbf s,\mathbf g,\mathbf h$ alike and leaves $\alpha,\beta$ unchanged. At the minimum-energy intersection assumed here, peaked against sloped is therefore independent of the metric. Elsewhere on the seam, the plane spanned by the gradient vectors itself depends on the metric, and $P$ within that plane can change with it.

## 5. What counts as a downhill path

Steepest descent on the lower surface obeys

$$\dot r=-\delta f,\qquad \dot\theta=-\frac{\delta f'}{r}.$$

With $d\tau=\delta\,dt/r$ this becomes $d\theta/d\tau=-f'$, so $df/d\tau=-f'^2\le0$. Angular minima of $f$ attract neighbouring paths, and angular maxima separate their basins.

Could an angular minimum still point uphill? Consider $F(\mathbf R)=E_-(\mathbf R)/\delta$ in the plane. It is a linear function minus a norm, hence concave. Suppose a strict angular minimum at the unit vector $\mathbf u_0$ had $F(\mathbf u_0)=c\ge0$. Unit vectors at angles $\pm\epsilon$ from it have $F>c$, and their midpoint is $\mathbf u_0\cos\epsilon$. Concavity requires $F(\mathbf u_0\cos\epsilon)>c$, but linear scaling gives $c\cos\epsilon\le c$. This is a contradiction. Every strict angular minimum is a real way down, in sloped cones too. "Path" here means such an attracting ray, so counting paths means counting minima. These rays are not the only steepest-descent curves from the apex: in a peaked cone a continuum of curves leaves it tangent to the angular maxima and then bends towards the minima.

## 6. Bifurcating or single-path

Start without tilt and with $\Delta>0$. Then $f=-q$ has two minima, at $\theta=0$ and $\pi$, and two maxima. For very large tilt, $f$ is nearly a single cosine with one minimum and one maximum. In between, a minimum can disappear only by merging with a maximum, where $f'=f''=0$.

Abbreviate $c=\cos\theta$, $s=\sin\theta$. From $q'=-2\Delta sc/q$,

$$f'=-s_xs+s_yc+T,\qquad T=\frac{2\Delta sc}{q}.$$

The two conditions are linear in the tilts:

$$s_xs-s_yc=T,\qquad s_xc+s_ys=T'=2\Delta\left[\frac{c^2-s^2}{q}+\frac{2\Delta s^2c^2}{q^3}\right].$$

Multiplying by $s$ and $c$ and adding isolates $s_x=sT+cT'$; similarly $s_y=-cT+sT'$. Thus

$$s_x=\frac{2\Delta c^3}{q^3}(q^2+2\Delta s^2)=\frac{2\Delta(1+\Delta)c^3}{q^3},$$

$$s_y=\frac{2\Delta s^3}{q^3}(-q^2+2\Delta c^2)=-\frac{2\Delta(1-\Delta)s^3}{q^3},$$

where $q^2=1+\Delta(c^2-s^2)$ was used in each bracket. Solve for $c^2/q^2$ and $s^2/q^2$ and insert them in $(1+\Delta)c^2/q^2+(1-\Delta)s^2/q^2=1$. The merging curve is $B=1$, with

$$B=\frac{(1+\Delta)^{1/3}|s_x|^{2/3}+(1-\Delta)^{1/3}|s_y|^{2/3}}{(4\Delta^2)^{1/3}}.$$

Scaling the tilt by $\lambda$ multiplies $B$ by $\lambda^{2/3}$. Every tilt with $B<1$ can therefore be shrunk to zero without crossing the curve, and every tilt with $B>1$ can be enlarged without crossing it. So $B<1$ gives two paths (**bifurcating**) and $B>1$ gives one (**single-path**).

Two limits check this. For $s_y=0$ and $s_x>0$, the weaker minimum sits at $\theta=0$, where $f''=-s_x+2\Delta/\sqrt{1+\Delta}$. It is lost at $s_x=2\Delta/\sqrt{1+\Delta}$, the value given by $B=1$. For $\Delta\to0$ at fixed nonzero tilt, $B\to\infty$: one path, as for the round cone. With neither tilt nor asymmetry, no direction is preferred.

## 7. Both conditions in one picture

Let $\mathbf s=\tilde\alpha\tilde{\mathbf g}+\tilde\beta\tilde{\mathbf h}$. Then $s_x=\tilde\alpha\sqrt{1+\Delta}$, $s_y=\tilde\beta\sqrt{1-\Delta}$, and $P=\tilde\alpha^2+\tilde\beta^2$. The peaked boundary is the unit circle. With $\cos\chi=\sqrt{1+\Delta}\,c/q$ and $\sin\chi=\sqrt{1-\Delta}\,s/q$, the merging curve becomes a stretched astroid:

$$\tilde\alpha=L_g\cos^3\chi,\quad \tilde\beta=-L_h\sin^3\chi,\quad L_g=\frac{2\Delta}{1+\Delta},\quad L_h=\frac{2\Delta}{1-\Delta}.$$

Because $L_g\le L_h$ and $\cos^6\chi+\sin^6\chi\le1$, its farthest points are the tips at distance $L_h$. If $L_h\le1$, the whole bifurcating region lies inside the circle. A sloped bifurcating cone therefore exists only if $L_h>1$, that is $\Delta>1/3$. A scan of 576 tilts found none at $\Delta=0.30$ and three at $\Delta=0.38$.

## 8. Numbers for four cones

Take three coordinates and, in hartree/bohr,

$$\mathbf g=(0.06,0.02,0),\qquad \mathbf h=(0.01,0.03,0.01).$$

Then $g^2=0.0040$, $h^2=0.0011$, $\mathbf g\cdot\mathbf h=0.0012$, and

$$\tan2b=\frac{0.0024}{0.0029},\quad b=19.8^\circ,\quad \delta=\sqrt{0.00255}=0.0505,$$

$$\Delta=\frac{\sqrt{0.0029^2+0.0024^2}}{0.0051}=0.738 .$$

The raw lengths alone would have given $0.0029/0.0051=0.57$. The orthogonal vectors have lengths 0.0666 and 0.0258 hartree/bohr, and the astroid has $L_g=0.85$ and $L_h=5.6$.

For $\alpha=0.3$, $\beta=0.4$ (case I), the tilts are $s_x=0.551$ and $s_y=0.141$. Hence

$$P=\frac{0.551^2}{1.738}+\frac{0.141^2}{0.262}\approx0.25=0.3^2+0.4^2,$$

$$B\approx\frac{0.808+0.173}{1.296}\approx0.76 .$$

Keeping $\mathbf g$ and $\mathbf h$ and changing only $\mathbf s$ gives all four classes:

| Case | $\alpha,\beta$ | $P$ | $B$ | Class |
|---|---|---|---|---|
| I | 0.3, 0.4 | 0.25 | 0.76 | peaked, bifurcating |
| II | 0.9, 0.2 | 0.85 | 1.13 | peaked, single-path |
| III | −0.2, 1.1 | 1.25 | 0.70 | sloped, bifurcating |
| IV | 1.0, 0.8 | 1.64 | 1.44 | sloped, single-path |

In case I the paths run along $\theta=185^\circ$ and $346^\circ$, measured from $\mathbf x$ towards $\mathbf y$, with slopes $-0.095$ and $-0.040$ hartree/bohr: two paths, but not equally steep. In case II even the least favourable direction in the branching plane falls, with slope $-0.005$ hartree/bohr, yet there is one path. Case III reverses this: some directions rise, by at most 0.003 hartree/bohr, while two paths lead down. On the linear cone, steepest-descent paths followed from a ring of starting points approached the predicted angles in all four cases.

## 9. Where the classification can change

The number of paths depends on what "steepest" means, hence on the metric. In mass-weighted coordinates $R_i'=\sqrt{m_i}R_i$, each gradient component is divided by $\sqrt{m_i}$. Give case II the relative masses 1, 16, 16. Then $\Delta$ rises from 0.738 to 0.974 and $B$ drops from 1.13 to 0.96, while $P$ stays at 0.85. The same surfaces now have two attracting directions of steepest descent. A quoted $B$ needs its coordinates named.

The cone is also only the leading order. A four-state Hamiltonian, with remote levels 0.2 hartree above and below the crossing, tests this for case I along $\mathbf x$. At 0.10 bohr the lower energy of the intersecting pair is $-0.003897$ hartree and the linear cone gives $-0.003876$, an error of about 0.5% relative to the four-state value. The size of this error depends on the couplings to the remote states, which were drawn at random for this model. At 0.05 bohr the difference is about a quarter as large, as expected for a second-order term.

If $P\ne1$, $B\ne1$ and $B$ is defined, the linear terms decide the picture in the branching plane close enough to the apex. For the round untilted cone ($\Delta=0$, $\mathbf s=0$, as at an $E\otimes e$ Jahn-Teller crossing) $B$ is undefined, and second-order terms set the number of paths at every radius; a quadratic $E\otimes e$ coupling gives three. Near either boundary, and whenever $\Delta$ and the tilt are both small, even at $B=0$, second-order terms can change the picture already at small displacements. At $P=1$ the linear slope vanishes in one direction of this plane, so higher terms decide whether the surface rises or falls there. At $B=1$ the linear cone has one strict angular minimum, but an arbitrarily small change of tilt can create a second. Nor does $B<1$ predict a product ratio: it counts static paths, whereas a trajectory arrives with momentum and may leave along neither. The complete values are in the numerical output below.

## Computed values

```
g [hartree/bohr]: (0.06000, 0.02000, 0.00000)
h [hartree/bohr]: (0.01000, 0.03000, 0.01000)
g.g, h.h, g.h [(hartree/bohr)^2]: 0.00400, 0.00110, 0.00120
rotation angle of (g,h) [deg]: 19.805
orthogonal g~ [hartree/bohr]: (0.05984, 0.02898, 0.00339)
orthogonal h~ [hartree/bohr]: (-0.01092, 0.02145, 0.00941)
|g~|, |h~| [hartree/bohr]: 0.06657, 0.02584
axis x [1]: (0.89883, 0.43533, 0.05089)
axis y [1]: (-0.42260, 0.82998, 0.36407)
pitch [hartree/bohr]: 0.05050
asymmetry [1]: 0.7381
astroid semi-axes along g~, h~ [1]: 0.8493, 5.6365
case I: alpha, beta [1]: 0.3, 0.4; peaked, bifurcating
  s [hartree/bohr]: (0.02200, 0.01800, 0.00400)
  s_x, s_y, P, B [1]: 0.5508, 0.1406, 0.2500, 0.7566
  downhill angle [deg], slope [hartree/bohr]: 184.81, -0.09469; 346.00, -0.03963
  highest lower-surface slope [hartree/bohr]: -0.01609
case II: alpha, beta [1]: 0.9, 0.2; peaked, single-path
  s [hartree/bohr]: (0.05600, 0.02400, 0.00200)
  s_x, s_y, P, B [1]: 1.2057, -0.0598, 0.8500, 1.1260
  downhill angle [deg], slope [hartree/bohr]: 178.53, -0.12750
  highest lower-surface slope [hartree/bohr]: -0.00485
case III: alpha, beta [1]: -0.2, 1.1; sloped, bifurcating
  s [hartree/bohr]: (-0.00100, 0.02900, 0.01100)
  s_x, s_y, P, B [1]: 0.2433, 0.5643, 1.2500, 0.6984
  downhill angle [deg], slope [hartree/bohr]: 202.71, -0.08455; 326.11, -0.06280
  highest lower-surface slope [hartree/bohr]: 0.00309
case IV: alpha, beta [1]: 1.0, 0.8; sloped, single-path
  s [hartree/bohr]: (0.06800, 0.04400, 0.00800)
  s_x, s_y, P, B [1]: 1.5977, 0.2118, 1.6400, 1.4428
  downhill angle [deg], slope [hartree/bohr]: 184.46, -0.14767
  highest lower-surface slope [hartree/bohr]: 0.01634
case II, relative masses [1]: 1, 16, 16
  asymmetry, P, B [1]: 0.9742, 0.8500, 0.9615
  number of downhill paths: 2
four-state model, remote levels [hartree]: -0.2, +0.2
  largest slope error at the apex [hartree/bohr]: 5.0e-09
  case I, 0.05 bohr along x, four-state [hartree]: -0.001943, 0.004719
    linear cone [hartree]: -0.001938, 0.004719
  case I, 0.10 bohr along x, four-state [hartree]: -0.003897, 0.009436
    linear cone [hartree]: -0.003876, 0.009439
random cones classified correctly: 264
  sloped, single-path: 94
  sloped, bifurcating: 64
  peaked, single-path: 36
  peaked, bifurcating: 70
sloped bifurcating tilts in scan of 576, asymmetry 0.30: 0
sloped bifurcating tilts in scan of 576, asymmetry 0.38: 3
```
